**Landau levels and Hall conductivity of a honeycomb lattice**

The program tests $E_n=\mathrm{sgn}(n)\,v\sqrt{2e\hbar B|n|}$ and $\sigma_{yx}=4(N+1/2)e^2/h$, where $v$ is the Dirac speed, $B$ the field and $N$ the highest filled level. It asserts the slopes of the Bloch Hamiltonian at both valleys, the ladder commutator and the form of the zero mode. It diagonalizes the lattice with Peierls phases and asserts that the error of the Dirac levels is small and falls in proportion to the field. It also asserts that the zero level lies on sublattice B at $K$ and on A at $K'$. The Hall sum is evaluated with oscillator matrices in each valley and, separately, with velocity matrix elements of the full lattice. At about 10 T, with $t=3$ eV and $a=0.25$ nm, the first three lattice levels lie within 0.04 % of the formula. The lattice Hall conductivities for $N=-3$ to $2$ are $-10,-6,-2,2,6,10$ in units of $e^2/h$, to the four decimals printed.

## Program and output

```python
"""Landau levels and Hall conductivity of a honeycomb lattice.

Result under test: E_n = sgn(n) v sqrt(2 e hbar B |n|); the n = 0 level sits
on sublattice B in valley K and on A in valley K'; with levels up to N filled,
sigma_yx = -sigma_xy = 4 (N + 1/2) e^2/h, including both spins.

Symbols: t hopping (eV), a lattice constant (nm), d bond length (nm),
B field along +z (T), ell magnetic length (nm), v Dirac speed,
q inverse flux per unit cell in units of h/e. Electron charge is -e.
K = (4 pi/(3a), 0), K' = -K; one bond from A to B points along +y.
"""
import numpy as np
import sympy as sp
from scipy.constants import e, h, hbar
from scipy.linalg import eigh_tridiagonal

t, a, B = 3.0, 0.25, 10.0
d = a / np.sqrt(3)
cell_area = np.sqrt(3) * a**2 / 2
hbar_v = np.sqrt(3) * t * a / 2            # eV nm
speed = hbar_v * 1e-9 * e / hbar           # m/s


def magnetic_length(field):
    return np.sqrt(hbar / (e * field)) * 1e9


def dirac_level(n, field):
    """Derived level energy in eV."""
    return np.sign(n) * np.sqrt(2 * abs(n)) * hbar_v / magnetic_length(field)


def field_of_flux(q):
    return h / (e * q * cell_area * 1e-18)


# Bloch Hamiltonian: slopes at both valleys from the neighbour sum.
bonds = d * np.array([[0, 1], [np.sqrt(3)/2, -0.5], [-np.sqrt(3)/2, -0.5]])


def bloch_AB(k):
    return -t * np.sum(np.exp(1j * bonds @ k))


K = np.array([4 * np.pi / (3 * a), 0.0])
step = 1e-4
for valley in (1, -1):
    assert abs(bloch_AB(valley * K)) < 1e-12
    slopes = [(bloch_AB(valley * K + step * u) - bloch_AB(valley * K - step * u))
              / (2 * step) for u in np.eye(2)]
    assert np.allclose(slopes, [valley * hbar_v, -1j * hbar_v], atol=1e-7)

# Commutator and zero mode, by differentiation in the gauge A = (-B y, 0).
x, y, kx_s = sp.symbols("x y k", real=True)
L = sp.symbols("L", positive=True)
trial = sp.Function("g")(x, y)


def pi_x(f):                               # kinetic momentum / hbar
    return -sp.I * sp.diff(f, x) - y * f / L**2


def pi_y(f):
    return -sp.I * sp.diff(f, y)


def lower(f):
    return L * (pi_x(f) - sp.I * pi_y(f)) / sp.sqrt(2)


def upper(f):
    return L * (pi_x(f) + sp.I * pi_y(f)) / sp.sqrt(2)


assert sp.simplify(sp.expand(pi_x(pi_y(trial)) - pi_y(pi_x(trial))
                            + sp.I * trial / L**2)) == 0
assert sp.simplify(sp.expand(lower(upper(trial)) - upper(lower(trial))
                            - trial)) == 0
gauss = sp.exp(sp.I * kx_s * x - (y - kx_s * L**2)**2 / (2 * L**2))
growing = sp.exp(sp.I * kx_s * x + (y - kx_s * L**2)**2 / (2 * L**2))
assert sp.simplify(lower(gauss) / gauss) == 0
assert sp.simplify(upper(growing) / growing) == 0


def bond_angles(kx, q):
    """Half the local kinetic momentum times a, on the slanted bonds."""
    row_y = 1.5 * d * np.arange(q)
    ell2 = q * cell_area / (2 * np.pi)
    return 0.5 * a * (kx - (row_y - d / 4) / ell2)


def lattice_levels(q):
    """Levels n = 0..3 of the lattice in a field, with eigenvectors.

    kx is chosen so that the bond closing the magnetic cell vanishes exactly;
    the periodic problem is then an open real chain A0 B0 A1 B1 ...
    """
    ell2 = q * cell_area / (2 * np.pi)
    angles = bond_angles(np.pi / a - d / (4 * ell2), q)
    assert abs(np.cos(angles[0])) < 1e-12
    off = np.full(2 * q - 1, -t)
    off[1::2] = -2 * t * np.cos(angles[1:])
    e1 = dirac_level(1, field_of_flux(q))
    energies, vectors = eigh_tridiagonal(
        np.zeros(2 * q), off, select="v", select_range=(-0.5 * e1, 1.87 * e1))
    order = np.argsort(energies)
    assert len(energies) == 8              # two valleys, four levels
    return energies[order], vectors[:, order], angles


def relative_errors(energies, q):
    exact = energies.reshape(4, 2).mean(axis=1)[1:]
    formula = np.array([dirac_level(n, field_of_flux(q)) for n in (1, 2, 3)])
    return exact / formula - 1


q_big = int(round(h / (e * B * cell_area * 1e-18)))
E_lat, psi, angles = lattice_levels(q_big)
B_lat = field_of_flux(q_big)
error_big = relative_errors(E_lat, q_big)
a_over_l2 = (a / magnetic_length(B_lat))**2
assert np.max(np.abs(E_lat[:2])) < 1e-9
assert np.all(np.abs(error_big) < a_over_l2 * np.array([1, 2, 3]))

# The error of the Dirac formula must fall in proportion to the field.
error_500 = relative_errors(lattice_levels(500)[0], 500)
error_2000 = relative_errors(lattice_levels(2000)[0], 2000)
error_ratio = error_500 / error_2000
assert np.allclose(error_ratio, 4, rtol=0.1)

# Sublattice weights, sorted by local kinetic momentum; K has kx = -2pi/(3a)
# modulo 2pi/a, K' has +2pi/(3a). Summing a pair removes its basis freedom.
in_K = np.sin(angles) < 0


def valley_weights(pair):
    density = np.sum(np.abs(psi[:, pair])**2, axis=1)
    on_A, on_B = density[0::2], density[1::2]
    table = np.array([[on_A[in_K].sum(), on_B[in_K].sum()],
                      [on_A[~in_K].sum(), on_B[~in_K].sum()]])
    return table, on_A, on_B


weights0, zero_A, zero_B = valley_weights([0, 1])
weights1, _, _ = valley_weights([2, 3])
assert np.allclose(weights0, [[0, 1], [1, 0]], atol=1e-6)
assert np.allclose(weights1, 0.5, atol=5e-3)
momentum_B = np.sum(zero_B * 2 * angles / np.pi) / zero_B.sum()
momentum_A = np.sum(zero_A * 2 * angles / np.pi) / zero_A.sum()
assert abs(momentum_B + 2 / 3) < 3e-3 and abs(momentum_A - 2 / 3) < 3e-3


def kubo_terms(H, Vx, Vy, mu):
    """Energies, occupations and Im[Vx_ml Vy_lm]/(E_l-E_m)^2, m occ, l empty."""
    E, U = np.linalg.eigh(H)
    X, Y = U.conj().T @ Vx @ U, U.conj().T @ Vy @ U
    occ = E < mu
    gap = E[~occ][None, :] - E[occ][:, None]
    terms = np.imag(X[np.ix_(occ, ~occ)] * Y[np.ix_(~occ, occ)].T) / gap**2
    return E, occ, terms


# Continuum Hall sum from oscillator matrices, separately in both valleys.
def dirac_matrices(valley, M=40):
    ladder = np.zeros((M, M + 1))
    ladder[np.arange(M), np.arange(1, M + 1)] = np.sqrt(np.arange(1, M + 1))
    block = ladder if valley == 1 else -ladder.T
    one = np.eye(*block.shape)

    def off_diagonal(c):
        nA, nB = c.shape
        return np.block([[np.zeros((nA, nA)), c],
                         [c.conj().T, np.zeros((nB, nB))]])
    return off_diagonal(block), off_diagonal(valley * one), off_diagonal(-1j * one)


def mid_gap(N):
    return 0.5 * sum(np.sign(n) * np.sqrt(abs(n)) for n in (N, N + 1))


fillings = range(-3, 3)
continuum = {}
for valley in (1, -1):
    for N in fillings:
        terms = kubo_terms(*dirac_matrices(valley), mid_gap(N))[2]
        continuum[valley, N] = terms.sum()
        assert abs(terms.sum() + N + 0.5) < 1e-9
terms_1 = kubo_terms(*dirac_matrices(1), mid_gap(1))[2]
intraband = terms_1[-1, 0]                 # highest filled to lowest empty
interband = terms_1.sum() - intraband


# Full lattice Hall conductivity from velocity matrix elements.
def lattice_matrices(kx, ky, q):
    th = bond_angles(kx, q)
    H_AB, X_AB, Y_AB = (np.zeros((q, q), complex) for _ in range(3))
    for m in range(q):
        straight = -t * np.exp(1j * ky * d)
        H_AB[m, m] += straight
        Y_AB[m, m] += 1j * d * straight
        sign = -1 if m == 0 else 1         # magnetic translation by q rows
        slanted = -2 * t * sign * np.exp(-0.5j * ky * d)
        H_AB[m, m - 1] += slanted * np.cos(th[m])
        X_AB[m, m - 1] += -0.5 * a * slanted * np.sin(th[m])
        Y_AB[m, m - 1] += -0.5j * d * slanted * np.cos(th[m])
    zero = np.zeros((q, q))
    return [np.block([[zero, c], [c.conj().T, zero]])
            for c in (H_AB, X_AB, Y_AB)]


q_hall, grid = 120, 2
e1_hall = dirac_level(1, field_of_flux(q_hall))
hall_lattice = {N: 0.0 for N in fillings}
excess = {}
for i in range(grid):
    for j in range(grid):
        kx = 2 * np.pi * (i + 0.3) / (grid * q_hall * a)
        ky = 2 * np.pi * (j + 0.2) / (grid * q_hall * 1.5 * d)
        matrices = lattice_matrices(kx, ky, q_hall)
        for N in fillings:
            E, occ, terms = kubo_terms(*matrices, mid_gap(N) * e1_hall)
            excess[N] = 2 * (int(occ.sum()) - q_hall)
            assert excess[N] == 4 * N + 2
            sigma_xy = 4 * np.pi * terms.sum() / (q_hall * cell_area)
            hall_lattice[N] += -2 * sigma_xy / grid**2
for N in fillings:
    assert abs(hall_lattice[N] - 4 * (N + 0.5)) < 2e-3

# Worked example and results.
print(f"hopping t = {t:.1f} eV")
print(f"lattice constant a = {a:.2f} nm")
print(f"field B = {B:.1f} T")
print(f"hbar v = {hbar_v:.4f} eV nm")
print(f"Dirac speed v = {speed:.4e} m/s")
print(f"magnetic length at B = {magnetic_length(B):.3f} nm")
for n in range(4):
    print(f"Dirac level n={n} at B = {1e3 * dirac_level(n, B):.2f} meV")
for field in (2.5, 40.0):
    print(f"Dirac level n=1 at {field:.1f} T = "
          f"{1e3 * dirac_level(1, field):.2f} meV")
print(f"states per area, one valley and spin = {e * B / h:.4e} m^-2")
print(f"electron excess for N=0 at B = {2 * e * B / h:.4e} m^-2")
print(f"lattice test: cells per flux quantum q = {q_big}")
print(f"lattice test: field = {B_lat:.4f} T")
print(f"lattice test: (a/ell)^2 = {a_over_l2:.3e}")
for n in (1, 2, 3):
    print(f"lattice level n={n} = {1e3 * E_lat[2*n:2*n+2].mean():.3f} meV, "
          f"relative error of formula test = {error_big[n-1]:.2e}")
for n in (1, 2, 3):
    print(f"error ratio q=500 to q=2000, n={n}: {error_ratio[n-1]:.3f}")
for name, row0, row1 in zip(("K", "K'"), weights0, weights1):
    print(f"valley {name}: n=0 weight A, B = {abs(row0[0]):.4f}, {row0[1]:.4f}")
    print(f"valley {name}: n=1 weight A, B = {row1[0]:.4f}, {row1[1]:.4f}")
print(f"mean kx of n=0 on B = {momentum_B:.4f} pi/a")
print(f"mean kx of n=0 on A = {momentum_A:.4f} pi/a")
print(f"N=1 sigma_xy, one valley and spin: intraband = {intraband:.4f} e^2/h")
print(f"N=1 sigma_xy, one valley and spin: interband = {interband:.4f} e^2/h")
print(f"lattice Hall test: q = {q_hall}, k points = {grid**2}")
for N in fillings:
    print(f"N={N}: lattice sigma_yx = {hall_lattice[N]:.4f} e^2/h, "
          f"excess per flux quantum = {excess[N]}")
print(f"Hall resistance magnitude for N=0 = {h / (2 * e**2):.2f} ohm")
print("no test failed")
```

Printed output:

```
hopping t = 3.0 eV
lattice constant a = 0.25 nm
field B = 10.0 T
hbar v = 0.6495 eV nm
Dirac speed v = 9.8679e+05 m/s
magnetic length at B = 8.113 nm
Dirac level n=0 at B = 0.00 meV
Dirac level n=1 at B = 113.22 meV
Dirac level n=2 at B = 160.12 meV
Dirac level n=3 at B = 196.10 meV
Dirac level n=1 at 2.5 T = 56.61 meV
Dirac level n=1 at 40.0 T = 226.44 meV
states per area, one valley and spin = 2.4180e+15 m^-2
electron excess for N=0 at B = 4.8360e+15 m^-2
lattice test: cells per flux quantum q = 7641
lattice test: field = 9.9996 T
lattice test: (a/ell)^2 = 9.495e-04
lattice level n=1 = 113.205 meV, relative error of formula test = -1.19e-04
lattice level n=2 = 160.077 meV, relative error of formula test = -2.37e-04
lattice level n=3 = 196.030 meV, relative error of formula test = -3.56e-04
error ratio q=500 to q=2000, n=1: 4.010
error ratio q=500 to q=2000, n=2: 4.013
error ratio q=500 to q=2000, n=3: 4.018
valley K: n=0 weight A, B = 0.0000, 1.0000
valley K: n=1 weight A, B = 0.5000, 0.5000
valley K': n=0 weight A, B = 1.0000, 0.0000
valley K': n=1 weight A, B = 0.5000, 0.5000
mean kx of n=0 on B = -0.6664 pi/a
mean kx of n=0 on A = 0.6667 pi/a
N=1 sigma_xy, one valley and spin: intraband = -1.4571 e^2/h
N=1 sigma_xy, one valley and spin: interband = -0.0429 e^2/h
lattice Hall test: q = 120, k points = 4
N=-3: lattice sigma_yx = -10.0000 e^2/h, excess per flux quantum = -10
N=-2: lattice sigma_yx = -6.0000 e^2/h, excess per flux quantum = -6
N=-1: lattice sigma_yx = -2.0000 e^2/h, excess per flux quantum = -2
N=0: lattice sigma_yx = 2.0000 e^2/h, excess per flux quantum = 2
N=1: lattice sigma_yx = 6.0000 e^2/h, excess per flux quantum = 6
N=2: lattice sigma_yx = 10.0000 e^2/h, excess per flux quantum = 10
Hall resistance magnitude for N=0 = 12906.40 ohm
no test failed
```
